# The Transverse Term in the Relativistic Nuclear Recoil Shift

**Q.** I want the relativistic mass shift of a one-electron ion. The nucleus is heavy and slow, so its kinetic energy is nonrelativistic. In the centre-of-mass frame its momentum is minus the electron's, so I average \(p^2/2M\) over the Dirac wave function. All the relativity sits in the electron, and the Dirac function takes care of it. What could be missing?

**A.** The leading shift comes out right that way. What is missing is the nucleus's response to the magnetic field of the electron. A moving charged nucleus has the kinetic energy \((\mathbf P_N-q_N\mathbf A)^2/2M\), where \(\mathbf A\) is the electron's vector potential at the nucleus. You kept only \(\mathbf P_N^2\).

**Q.** But that is a magnetic coupling to a nucleus that hardly moves. Surely it is suppressed by the nuclear velocity.

**A.** The nuclear velocity is \(-\mathbf p/M\), so the coupling is proportional to \(1/M\). So is \(p^2/2M\). The large nuclear mass cannot favour one over the other.

To compare them, set \(\hbar=c=1\). Let the electron have mass \(m\) and position \(\mathbf r\) relative to a spinless point nucleus, and write \(a=\alpha Z\), \(V=-a/r\), with \(\alpha\) here the fine-structure constant. We work to first order in \(m/M\). The Dirac equation is

\[
h\psi=\varepsilon\psi,\qquad h=\boldsymbol\alpha\cdot\mathbf p+\beta m+V ,
\]

where \(\varepsilon\) includes the rest energy. The electron's velocity operator is \(i[h,\mathbf r]=\boldsymbol\alpha\).

Without retardation, a charge \(q_e\) with velocity \(\mathbf v\) has the vector potential \(q_e\mathbf v/4\pi r\), up to a gradient. The Coulomb gauge requires zero divergence, which fixes the gradient:

\[
\mathbf A=\frac{q_e\mathbf v}{4\pi r}-\frac{q_e}{8\pi}\nabla(\mathbf v\cdot\hat{\mathbf r})
=\frac{q_e}{8\pi r}\left[\mathbf v+\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v)\right],
\]

because \(\nabla(\mathbf v\cdot\hat{\mathbf r})=[\mathbf v-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v)]/r\). The divergence of \(\mathbf v/r\) is \(-\mathbf v\cdot\mathbf r/r^3\), and that of \(\mathbf r(\mathbf v\cdot\mathbf r)/r^3\) is \((3-2)\,\mathbf v\cdot\mathbf r/r^3\), so they cancel.

The term linear in \(\mathbf A\) is \(-q_N\mathbf A\cdot\mathbf P_N/M\), with no ordering ambiguity since \(\nabla\cdot\mathbf A=0\). Put \(\mathbf P_N=-\mathbf p\), \(\mathbf v=\boldsymbol\alpha\) and \(q_eq_N/4\pi=-a\). The recoil operator becomes

\[
H_{\rm rec}=\frac{p^2-W}{2M},\qquad
W=\frac{a}{r}\left[\boldsymbol\alpha\cdot\mathbf p+(\boldsymbol\alpha\cdot\hat{\mathbf r})(\hat{\mathbf r}\cdot\mathbf p)\right].
\]

For small \(a\), \(r\sim1/ma\), \(p\sim ma\), and \(\boldsymbol\alpha\) acts as a velocity of order \(a\). Hence \(\langle W\rangle\sim(ma^2)(a)(ma)=m^2a^4\), while \(\langle p^2\rangle\sim m^2a^2\). The magnetic term is smaller than the leading shift by \(a^2\), which is the relative size of the relativistic correction you want.

**Q.** Does this operator contain everything at that order?

**A.** Yes, for this spinless point nucleus. I take one result from quantum electrodynamics without deriving it: retardation, the negative-energy correction to the \(p^2/2M\) term, and the exchange of two transverse photons first contribute at order \(a^5m^2/M\), and for s states their sum carries a factor that includes \(\ln a\). They are left out here, and so are radiative corrections, whose dependence on the nuclear mass begins at order \(\alpha a^4m^2/M\). The last of these is the term \(q_N^2\mathbf A^2/2M\). Squaring the static \(\mathbf A\) with \(\mathbf v=\boldsymbol\alpha\) would give \(3a^2/4Mr^2\), apparently of order \(a^4m^2/M\), but that square is not valid. Between positive-energy states each \(\boldsymbol\alpha\) acts as a velocity, which is small at the typical momentum \(ma\). This makes that part of the term smaller than order \(a^4m^2/M\). In s states it is of order \(a^5m^2/M\), because momenta up to about \(m\) contribute. The rest comes from negative-energy intermediate states, which last a time of order \(1/m\), much shorter than the light travel time \(r\sim1/ma\), so the unretarded potential does not apply to them.

**Q.** Then how large is the Dirac average of \(p^2\)?

**A.** Since \((\boldsymbol\alpha\cdot\mathbf p)^2=p^2\), it is the squared norm of \(\boldsymbol\alpha\cdot\mathbf p\,\psi=(\varepsilon-V-\beta m)\psi\):

\[
\langle p^2\rangle=\varepsilon^2+m^2+\langle V^2\rangle-2\varepsilon\langle V\rangle-2m\varepsilon\langle\beta\rangle+2m\langle\beta V\rangle .
\]

The virial relation removes \(\langle\beta\rangle\). In a stationary state \(\langle[h,\mathbf r\cdot\mathbf p]\rangle=0\). The commutator is \(-i\boldsymbol\alpha\cdot\mathbf p+i\,\mathbf r\cdot\nabla V\), and \(\mathbf r\cdot\nabla V=-V\) for a Coulomb potential. So \(\langle\boldsymbol\alpha\cdot\mathbf p\rangle=-\langle V\rangle\), and averaging \(h\) gives \(\varepsilon=m\langle\beta\rangle\). Then

\[
\langle p^2\rangle=m^2-\varepsilon^2+X,\qquad
X=\langle V^2\rangle-2\varepsilon\langle V\rangle+2m\langle\beta V\rangle .
\]

**Q.** And the average of \(W\)?

**A.** Use the gradient again, now with \(\boldsymbol\alpha\) for \(\mathbf v\). Write \(\alpha_r=\boldsymbol\alpha\cdot\hat{\mathbf r}\) and

\[
T=\nabla\alpha_r\cdot\mathbf p=\frac1r\left[\boldsymbol\alpha\cdot\mathbf p-\alpha_r\,\hat{\mathbf r}\cdot\mathbf p\right],
\]

where the gradient acts on \(\alpha_r\) alone. Eliminating \(\alpha_r\,\hat{\mathbf r}\cdot\mathbf p\) from \(W\) gives

\[
W=-2V\boldsymbol\alpha\cdot\mathbf p-aT .
\]

The Dirac equation handles the first part:

\[
-2\langle V\boldsymbol\alpha\cdot\mathbf p\rangle=-2\langle V(\varepsilon-V-\beta m)\rangle
=2\langle V^2\rangle-2\varepsilon\langle V\rangle+2m\langle\beta V\rangle=X+\langle V^2\rangle .
\]

For the second part, insert \(\alpha_r^2=1\) and use the product rule for spin matrices:

\[
\boldsymbol\alpha\cdot\mathbf p=\alpha_r(\alpha_r\,\boldsymbol\alpha\cdot\mathbf p)
=\alpha_r\left(-i\partial_r+\frac ir\boldsymbol\Sigma\cdot\mathbf L\right),
\]

where \(\boldsymbol\Sigma\) are the four-component spin matrices and \(\mathbf L=\mathbf r\times\mathbf p\). Thus \(T=i\alpha_r\boldsymbol\Sigma\cdot\mathbf L/r^2\). With \(p_r=-i(\partial_r+1/r)\), the same expression reads

\[
\boldsymbol\alpha\cdot\mathbf p=\alpha_rp_r+\frac ir\alpha_r(\boldsymbol\Sigma\cdot\mathbf L+1).
\]

Now \(p_r\) commutes with the angular and spin operators, and \([g(r),p_r]=ig'(r)\). Therefore

\[
0=\langle[h,p_r]\rangle
=i\left\langle\frac a{r^2}\right\rangle
-i\left\langle\frac{i\alpha_r(\boldsymbol\Sigma\cdot\mathbf L+1)}{r^2}\right\rangle .
\]

This is the balance of radial forces. The "+1" contributes nothing, because \([h,1/r]=i\alpha_r/r^2\) also has zero average. What remains is \(\langle T\rangle=a\langle1/r^2\rangle\), so \(a\langle T\rangle=\langle V^2\rangle\), and

\[
\langle W\rangle=X,\qquad \langle p^2\rangle-\langle W\rangle=m^2-\varepsilon^2 .
\]

**Q.** Those averages involve \(1/r^2\), and Dirac functions are singular at a point nucleus. Is that safe?

**A.** Within a limit. Let \(\kappa\) be the Dirac angular quantum number and \(\gamma=\sqrt{\kappa^2-a^2}\). Near the origin \(\psi\sim r^{\gamma-1}\). The integral for \(\langle1/r^2\rangle\) behaves as \(\int r^{2\gamma-2}dr\), and the most singular surface terms in the commutator relations behave as \(r^{2\gamma-1}\). Both are harmless if \(\gamma>1/2\). For \(|\kappa|=1\) this means \(a<\sqrt3/2\approx0.866\).

**Q.** So the true shift is \((m^2-\varepsilon^2)/2M\), and my error is \(\langle W\rangle/2M\). Could \(\langle W\rangle\) be negative in some state, so that I underestimate?

**A.** Not for one electron in this Coulomb field. Let \(\Pi\) project on the lower two components, so that \(\beta=1-2\Pi\). Since \(\langle V\rangle=-|\langle V\rangle|\),

\[
\langle W\rangle=\langle V^2\rangle-2(m-\varepsilon)|\langle V\rangle|+4m\left\langle\Pi\frac ar\right\rangle .
\]

The last term is positive. To control the first two, use the Dirac–Coulomb levels

\[
\varepsilon=\frac{m(n_r+\gamma)}N,\qquad N^2=(n_r+\gamma)^2+a^2=n_r^2+2n_r\gamma+\kappa^2,
\]

where \(n_r\) is the radial quantum number. They give \(m^2-\varepsilon^2=m^2a^2/N^2\), and hence

\[
\frac{m-\varepsilon}{a^2}=\frac{m^2}{N^2(m+\varepsilon)} .
\]

As \(a\) grows, \(\gamma\) falls, so \(N\) does not grow. The energy \(\varepsilon\) falls, because the Hellmann–Feynman theorem gives \(a\,d\varepsilon/da=\langle V\rangle<0\). The ratio therefore does not decrease. Setting its derivative \(\ge0\) yields \(a\,d(m-\varepsilon)/da\ge2(m-\varepsilon)\), which is \(|\langle V\rangle|\ge2(m-\varepsilon)\). Finally,

\[
\langle V^2\rangle\ge\langle V\rangle^2\ge2(m-\varepsilon)|\langle V\rangle| ,
\]

so \(\langle W\rangle>0\). Your average is too large in every bound state for which it is finite.

**Q.** Too large for the total shift. Is it also too large for the relativistic correction by itself?

**A.** Yes. The nonrelativistic shift is \(m^2a^2/2Mn^2\) with \(n=n_r+|\kappa|\). Subtracting it leaves the true correction

\[
\frac{m^2a^2}{2M}\left(\frac1{N^2}-\frac1{n^2}\right)\ge0 ,
\]

since \(\gamma\le|\kappa|\) makes \(N\le n\). Your version adds the positive amount \(\langle W\rangle/2M\). When \(n_r=0\), \(N=n\) and the true correction vanishes in this approximation, so all of yours is spurious.

**Q.** Show me that for the ground state.

**A.** For 1s, \(\kappa=-1\), \(n_r=0\) and \(\varepsilon=m\gamma\). Let \(P\) and \(Q\) be \(r\) times the upper and lower radial functions. They obey

\[
P'-\frac Pr=\left(\varepsilon+m+\frac ar\right)Q,\qquad
Q'+\frac Qr=-\left(\varepsilon-m+\frac ar\right)P .
\]

Try \(P=r^\gamma e^{-mar}\), \(Q=qP\). The \(1/r\) terms of the first equation give \(q=(\gamma-1)/a\). Its constant terms require \(-ma=qm(\gamma+1)\), which holds because \(\gamma^2-1=-a^2\). The second equation holds for the same reason.

Both components have the same radial shape, so \(\langle\beta V\rangle=\langle\beta\rangle\langle V\rangle=\gamma\langle V\rangle\). Then \(-2\varepsilon\langle V\rangle+2m\langle\beta V\rangle=0\), leaving \(\langle W\rangle=\langle V^2\rangle\). The radial density is proportional to \(r^{2\gamma}e^{-2mar}\), whose gamma-function integrals give

\[
\left\langle\frac1{r^2}\right\rangle=\frac{(2ma)^2}{2\gamma(2\gamma-1)},\qquad
\langle p^2\rangle=m^2a^2\left[1+\frac{2a^2}{\gamma(2\gamma-1)}\right].
\]

Take \(a=0.6\), so \(\gamma=0.8\). Then \(\langle W\rangle=2(0.6)^4m^2/(0.8\times0.6)=0.54\,m^2\), and \(\langle p^2\rangle=0.36\,m^2+0.54\,m^2=0.90\,m^2\). The difference is \(0.36\,m^2\), and your average is 2.5 times too large.

The same formula gives a factor of 1.02 at \(a=0.1\) and about 52 at \(a=0.85\). As \(a\to\sqrt3/2\), \(\langle p^2\rangle\) and \(\langle W\rangle\) diverge separately while their difference stays \(m^2a^2\). These strong-coupling figures describe this operator. They do not predict the shift of a heavy ion, where the omitted higher orders and the nuclear size need their own treatment.

**Q.** Does it matter in a light ion?

**A.** Take hydrogen-like boron, \(Z=5\), with a round nuclear mass of 11 u. The real nucleus has a spin, which causes a hyperfine splitting; that is left out here. Then \(a=0.036487\) and \(m^2/M=2.5484\times10^7\) µeV. For 1s the nonrelativistic shift is

\[
\tfrac12(2.5484\times10^7)(0.036487)^2\ \text{µeV}\approx16963\ \text{µeV}.
\]

Your average gives 17008 µeV. The excess of 45.3 µeV, about 0.27% of the shift, is cancelled by the transverse term. These digits belong to a point nucleus of exactly 11 u. The real \(^{11}\)B nuclear mass, about 11.007 u, lowers the shift by about 10 µeV and the excess to 45.2 µeV. A finite nuclear radius lowers the \(p^2\) average by about 0.02 µeV and moves the 1s level itself by about 24 µeV, which is not a mass shift.

The table gives the corrections to the nonrelativistic shift in µeV. The averages were computed by numerical quadrature with explicit Dirac spinors.

| State | \(p^2\) alone | Transverse | True |
|---|---:|---:|---:|
| 1s | 45.3 | −45.3 | 0.0 |
| 2s | 9.9 | −8.5 | 1.4 |
| 2p\(_{1/2}\) | 6.1 | −4.7 | 1.4 |
| 2p\(_{3/2}\) | 1.9 | −1.9 | 0.0 |

"True" means through order \(a^4m^2/M\). The 2s and 2p\(_{1/2}\) entries agree because both states have \(N^2=2+2\gamma\). For 2s your correction is about seven times too large. The next order has the scale \(a^5m^2/\pi M\approx0.5\) µeV for 1s, times a coefficient that is not derived here. Salpeter's known result puts it near 4.4 for this ion, which gives about 2 µeV for 1s and about 0.3 µeV for 2s. The dependence of the Lamb shift on the nuclear mass, of order \(\alpha a^4m^2/M\) times a logarithm, is of similar size and opposite sign. So the zero for 1s is not a prediction that all further recoil effects vanish, and the 1.4 µeV for 2s is not the full correction.

**Q.** Can I carry the rule over to many-electron atoms?

**A.** You can carry over the need for the transverse term, but not this proof of its sign. There the nuclear momentum is minus the sum of all electron momenta, and its square contains products \(\mathbf p_i\cdot\mathbf p_k\). The magnetic coupling likewise joins the current of one electron to the momentum of another. The proof used a single-electron Dirac equation in a pure Coulomb field and does not fix the sign of those two-electron terms.
